**Orbital sums against deposited energy in a driven mean-field dimer**

The program propagates two electrons on two sites together with a passing proton and compares the change $\Delta E$ of the total energy with the change $\Delta S$ of the summed orbital energies. Here $U$ is the on-site minus intersite repulsion, the site occupations are $1\pm m$, and $m_0$ is the initial $m$. It asserts that $\Delta E$ equals the kinetic energy lost by the proton, that $\Delta S=\Delta E+U(m^2-m_0^2)/2$, and that the sum with frozen initial eigenvalues falls short of $\Delta E$ by $U(m-m_0)^2/2$. It also asserts the closed form for the peak error, the weak-excitation limits and the linear-response deposit. For a 25 keV proton the deposit is 0.359 eV, while the running orbital sum oscillates between 0.359 and 0.491 eV after the passage. For an asymmetric dimer and a distant passage the deposit is 10.5 meV, yet the orbital sum falls as low as −38 meV. Further runs add a local exchange-like term, change the proton energy, and estimate correlation, free-electron excitation and sideways recoil.

## Verification by program

```python
"""
Result under test: when an ion passes a two-site, two-electron mean-field system,
the deposited energy is the change dE of the total energy functional (equal to the
kinetic energy lost by the ion), not the change dS of the summed orbital energies:
    dS  = dE + U (m^2 - m0^2) / 2     (orbital Hamiltonian of the moment)
    dS0 = dE - U (m - m0)^2 / 2       (initial eigenvalues, projected populations)
Symbols: hop = hopping, U = on-site minus intersite repulsion, occupations
n1 = 1 + m and n2 = 1 - m, m0 = initial m, lam = screening length of the ion,
b = distance of the ion's line from each site, q = ion charge, V = ion speed.
All internal quantities are in Hartree atomic units.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.special import k0

EV = sc.physical_constants["Hartree energy in eV"][0]
NM = sc.physical_constants["Bohr radius"][0] * 1e9
FS = sc.physical_constants["atomic unit of time"][0] * 1e15
MASS = sc.physical_constants["proton-electron mass ratio"][0]

hop, U_main = 2.5 / EV, 3.0 / EV
bond, near, lam = 0.15 / NM, 0.20 / NM, 0.20 / NM
far_away = 4.0 / NM
energy_main = 25e3 / EV
omega = np.sqrt(2 * hop * (2 * hop + U_main))
HOPPING = np.array([[0.0, -hop], [-hop, 0.0]])


def ion_potential(x, b, q):
    """Potential energy of an electron on each site and its slope along the path."""
    r = np.sqrt(np.asarray(x)[..., None] ** 2 + b ** 2)
    damp = q * np.exp(-r / lam)
    slope = damp * (1 / r ** 2 + 1 / (lam * r)) * np.asarray(x)[..., None] / r
    return -damp / r, slope


def ground_state(eps, dg):
    """Self-consistent lowest orbital; returns eigenvalues and eigenvectors."""
    n = np.ones(2)
    for _ in range(2000):
        values, vectors = np.linalg.eigh(HOPPING + np.diag(eps + dg(n)))
        new = 2 * vectors[:, 0] ** 2
        change = np.max(np.abs(new - n))
        n = 0.5 * (n + new)
        if change < 1e-14:
            break
    assert change < 1e-12
    return values, vectors


def fly(q=1.0, distance=near, eps=(0.0, 0.0), U=U_main, A=0.0, kinetic=energy_main):
    """Propagate orbital and ion together; interaction energy sum of g(n)."""
    eps = np.array(eps)
    b = np.array([distance, distance + bond])
    speed = np.sqrt(2 * kinetic / MASS)

    def g(n):
        return U * n ** 2 / 4 - A * n ** (4 / 3)

    def dg(n):
        return U * n / 2 - 4 * A * n ** (1 / 3) / 3

    values, vectors = ground_state(eps, dg)

    def rhs(_, y):
        phi = y[:2] + 1j * y[2:4]
        n = 2 * np.abs(phi) ** 2
        v, slope = ion_potential(y[4], b, q)
        dphi = -1j * (-hop * phi[::-1] + (eps + v + dg(n)) * phi)
        return np.concatenate([dphi.real, dphi.imag,
                               [speed + y[5] / MASS, -np.dot(n, slope)]])

    t_end = 2 * far_away / speed + 4.4 * 2 * np.pi / omega
    start = np.concatenate([vectors[:, 0], [0.0, 0.0, -far_away, 0.0]])
    sol = solve_ivp(rhs, (0, t_end), start, method="DOP853", rtol=1e-11, atol=1e-13,
                    max_step=1.0, t_eval=np.linspace(0, t_end, 20001))
    assert sol.success
    phi = (sol.y[:2] + 1j * sol.y[2:4]).T
    n = 2 * np.abs(phi) ** 2
    v, _ = ion_potential(sol.y[4], b, q)
    one_body = -4 * hop * (phi[:, 0].conj() * phi[:, 1]).real + np.sum(n * (eps + v), axis=1)
    n0 = 2 * vectors[:, 0] ** 2
    one_body0 = -4 * hop * vectors[0, 0] * vectors[1, 0] + np.dot(n0, eps)
    E = one_body + np.sum(g(n), axis=1)
    S = one_body + np.sum(n * dg(n), axis=1)
    excited = np.abs(phi @ vectors[:, 1]) ** 2
    loss = -(speed * sol.y[5] + sol.y[5] ** 2 / (2 * MASS))
    after = sol.y[4] > far_away
    return dict(t=sol.t, phi=phi, n=n, m=(n[:, 0] - n[:, 1]) / 2,
                m0=(n0[0] - n0[1]) / 2, after=after, speed=speed, b=b,
                dE=E - one_body0 - np.sum(g(n0)), dS=S - 2 * values[0], S=S,
                dS0=2 * excited * (values[1] - values[0]), loss=loss,
                vks=eps + v + dg(n), E0=one_body0 + np.sum(g(n0)), gap=values[1] - values[0])


def whole_periods(run):
    """Index window between first and last upward zero of m, and the period."""
    idx = np.flatnonzero(run["after"])
    m, t = run["m"], run["t"]
    ups = [i for i in idx[:-1] if m[i] < 0 <= m[i + 1]]
    zeros = [t[i] - m[i] * (t[i + 1] - t[i]) / (m[i + 1] - m[i]) for i in ups]
    assert len(ups) >= 3
    return slice(ups[0], ups[-1]), (zeros[-1] - zeros[0]) / (len(zeros) - 1)


def pair_hamiltonian(U, W=0.0):
    """Two opposite-spin electrons, basis (1,1) (1,2) (2,1) (2,2); W = intersite."""
    one = np.eye(2)
    return np.kron(HOPPING, one) + np.kron(one, HOPPING) + np.diag([U, W, W, U])


def pair_energy(H, up, down):
    pair = np.einsum("ki,kj->kij", up, down).reshape(-1, 4)
    return np.einsum("ki,ij,kj->k", pair.conj(), H, pair).real


def correlated_deposit(U):
    """Deposit for the full two-electron state, ion at constant speed."""
    H = pair_hamiltonian(U)
    values, vectors = np.linalg.eigh(H)
    speed = np.sqrt(2 * energy_main / MASS)
    b = np.array([near, near + bond])

    def rhs(t, psi):
        v, _ = ion_potential(-far_away + speed * t, b, 1.0)
        return -1j * (H @ psi + np.add.outer(v, v).ravel() * psi)

    sol = solve_ivp(rhs, (0, 2 * far_away / speed), vectors[:, 0].astype(complex),
                    method="DOP853", rtol=1e-10, atol=1e-12, max_step=1.0)
    psi = sol.y[:, -1]
    return (psi.conj() @ H @ psi).real - values[0]


# ---- main passage -------------------------------------------------------------
main = fly()
a = main["after"]
deposit = main["dE"][-1]
window, period = whole_periods(main)
dS_after = main["dS"][a]
dS_mean = np.mean(main["dS"][window])

# energy functional against the two-electron expectation value
E_pair = pair_energy(pair_hamiltonian(U_main), main["phi"][a], main["phi"][a])
assert np.allclose(E_pair - main["E0"], main["dE"][a], atol=1e-8)
# total energy is conserved after the passage and equals the ion's loss
assert np.ptp(main["dE"][a]) < 1e-8
assert abs(main["loss"][-1] - deposit) < 1e-7
assert np.ptp(dS_after) > 0.1 * deposit
# rate law of the orbital sum, integrated over the whole flight
n, vks = main["n"], main["vks"]
work_sum = np.sum(0.5 * (n[1:] + n[:-1]) * np.diff(vks, axis=0))
assert abs(work_sum - (main["S"][-1] - main["S"][0])) < 1e-5
# orbital sum from diagonalizing the orbital Hamiltonian at sampled late times
for i in np.flatnonzero(a)[::1500]:
    e, c = np.linalg.eigh(HOPPING + np.diag(U_main * n[i] / 2))
    direct = 2 * np.dot(np.abs(main["phi"][i] @ c) ** 2, e) - main["gap"] * 0
    initial = 2 * np.linalg.eigvalsh(HOPPING + np.eye(2) * U_main / 2)[0]
    assert abs(direct - initial - E_pair[i - np.flatnonzero(a)[0]] + main["E0"]
               - U_main * main["m"][i] ** 2 / 2) < 1e-8
# frozen sum and the opposite errors of the two sums
assert np.allclose(main["dE"][a] - main["dS0"][a], U_main * main["m"][a] ** 2 / 2, atol=1e-8)
assert np.allclose((main["dS"][a] + main["dS0"][a]) / 2, deposit, atol=1e-7)
# closed form for the peak error at finite amplitude
c_turn = (-2 * hop + np.sqrt((2 * hop + U_main) ** 2 - 2 * U_main * deposit)) / U_main
peak_formula = U_main * (1 - c_turn ** 2) / 2
assert abs(dS_after.max() - deposit - peak_formula) < 1e-3 * peak_formula

# ---- restricted state is the lowest mean-field determinant ---------------------
angles = np.linspace(0, np.pi, 181)
orbitals = np.stack([np.cos(angles), np.sin(angles)], axis=1)
ups, downs = np.repeat(orbitals, 181, axis=0), np.tile(orbitals, (181, 1))
assert abs(pair_energy(pair_hamiltonian(U_main), ups, downs).min() - main["E0"]) < 1e-9
# intersite repulsion only shifts the energy and reduces U
W = 1.0 / EV
shift = (pair_energy(pair_hamiltonian(U_main + W, W), ups, downs)
         - pair_energy(pair_hamiltonian(U_main), ups, downs))
assert np.allclose(shift, W, atol=1e-12)

# ---- weak excitation -------------------------------------------------------------
q_weak = 0.05
weak = fly(q=q_weak)
w_window, w_period = whole_periods(weak)
w_dep = weak["dE"][-1]
peak_ratio = weak["dS"][weak["after"]].max() / w_dep - 1
mean_ratio = np.mean(weak["dS"][w_window]) / w_dep - 1
limit = U_main / (2 * hop + U_main)
assert abs(peak_ratio - limit) < 2e-3 and abs(mean_ratio - limit / 2) < 2e-3
assert abs(w_period * omega / (2 * np.pi) - 1) < 1e-3
kappa = np.sqrt(1 / lam ** 2 + (omega / weak["speed"]) ** 2)
kick = 2 * q_weak / weak["speed"] * (k0(kappa * weak["b"][0]) - k0(kappa * weak["b"][1]))
w_formula = hop * kick ** 2
assert abs(w_dep / w_formula - 1) < 5e-3

# ---- asymmetric dimer, distant passage ---------------------------------------------
offset, distant = (-1.5 / EV, 1.5 / EV), 0.40 / NM
skew = fly(distance=distant, eps=offset)
s = skew["after"]
assert skew["dE"][-1] > 0 and abs(skew["loss"][-1] - skew["dE"][-1]) < 1e-7
assert skew["dS"][s].min() < 0
assert np.allclose(skew["dS"][s] - skew["loss"][-1],
                   U_main * (skew["m"][s] ** 2 - skew["m0"] ** 2) / 2, atol=1e-7)
assert np.allclose(skew["loss"][-1] - skew["dS0"][s],
                   U_main * (skew["m"][s] - skew["m0"]) ** 2 / 2, atol=1e-7)
small = [fly(q=charge, distance=distant, eps=offset) for charge in (0.1, 0.05)]
errors = [(r["dS"] - r["dE"])[r["after"]].min() for r in small]
error_scaling = errors[0] / errors[1]
deposit_scaling = small[0]["dE"][-1] / small[1]["dE"][-1]
assert abs(error_scaling - 2) < 0.05 and abs(deposit_scaling - 4) < 0.2

# ---- other functional, no interaction, other ion energies -----------------------------
A_loc = 1.0 / EV
local = fly(A=A_loc)
la = local["after"]
assert np.ptp(local["dE"][la]) < 1e-8
assert abs(local["loss"][-1] - local["dE"][-1]) < 1e-7
nl = local["n"][la]
double = np.sum(U_main * nl ** 2 / 4 - A_loc * nl ** (4 / 3) / 3, axis=1)
double0 = 2 * (U_main / 4 - A_loc / 3)
assert np.allclose(local["dS"][la] - local["loss"][-1], double - double0, atol=1e-7)
free = fly(U=0.0)
assert np.allclose(free["dS"][free["after"]], free["loss"][-1], atol=1e-7)
assert abs(correlated_deposit(0.0) - free["dE"][-1]) < 2e-6
others = [(k, fly(kinetic=k * 1e3 / EV)) for k in (10, 100)]
for _, r in others:
    assert abs(r["loss"][-1] - r["dE"][-1]) < 1e-7

# ---- size of neglected effects -----------------------------------------------------------
corr = correlated_deposit(U_main)


def sideways_kick(dist):
    def force(x):
        r = np.hypot(x, dist)
        return np.exp(-r / lam) * (1 / r ** 2 + 1 / (lam * r)) * dist / r
    return 2 * quad(force, 0, far_away)[0] / main["speed"]


kicks = np.array([sideways_kick(d) for d in main["b"]])
free_electron = np.sum(kicks ** 2) / 2
recoil = np.sum(kicks) ** 2 / (2 * MASS)

# ---- output ----------------------------------------------------------------------------
def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("hopping", hop * EV, "eV", 2)
show("effective repulsion U", U_main * EV, "eV", 2)
show("site distance", bond * NM, "nm", 2)
show("closest approach to near site", near * NM, "nm", 2)
show("screening length", lam * NM, "nm", 2)
show("proton energy", energy_main * EV / 1e3, "keV", 1)
show("proton speed", main["speed"] * NM / FS, "nm/fs", 3)
show("initial orbital gap", main["gap"] * EV, "eV", 3)
show("small-oscillation quantum hbar*omega", omega * EV, "eV", 3)
show("oscillation period after passage", period * FS, "fs")
print("-- symmetric dimer, after the passage")
show("kinetic energy lost by proton", main["loss"][-1] * EV, "eV")
show("change of total energy", deposit * EV, "eV")
show("largest |m|", np.abs(main["m"][a]).max())
show("running orbital sum, minimum", dS_after.min() * EV, "eV")
show("running orbital sum, maximum", dS_after.max() * EV, "eV")
show("running orbital sum, time average", dS_mean * EV, "eV")
show("peak error from closed form", peak_formula * EV, "eV")
show("peak relative error", 100 * (dS_after.max() / deposit - 1), "%", 1)
show("average relative error", 100 * (dS_mean / deposit - 1), "%", 1)
show("frozen orbital sum, minimum", main["dS0"][a].min() * EV, "eV")
show("frozen orbital sum, maximum", main["dS0"][a].max() * EV, "eV")
print("-- weak excitation")
show("ion charge", q_weak, "e", 2)
show("deposit, simulated", w_dep * EV * 1e3, "meV")
show("deposit, linear response", w_formula * EV * 1e3, "meV")
show("peak relative error, simulated", 100 * peak_ratio, "%", 2)
show("peak relative error, formula", 100 * limit, "%", 2)
show("average relative error, simulated", 100 * mean_ratio, "%", 2)
print("-- other proton energies")
for k, r in others:
    top = r["dS"][r["after"]].max()
    print(f"{k} keV: deposit {r['dE'][-1] * EV:.4f} eV, largest orbital sum {top * EV:.4f} eV")
print("-- asymmetric dimer, site energies -1.5 and +1.5 eV, approach 0.40 nm")
show("initial m", skew["m0"])
show("deposit", skew["dE"][-1] * EV * 1e3, "meV", 2)
show("running orbital sum, minimum", skew["dS"][s].min() * EV * 1e3, "meV", 2)
show("running orbital sum, maximum", skew["dS"][s].max() * EV * 1e3, "meV", 2)
show("charge 0.05 to 0.10 e: error grows by factor", error_scaling, "", 3)
show("charge 0.05 to 0.10 e: deposit grows by factor", deposit_scaling, "", 3)
print("-- with local exchange-like term of 1 eV")
show("deposit", local["dE"][-1] * EV, "eV")
show("running orbital sum, maximum", local["dS"][la].max() * EV, "eV")
print("-- neglected effects")
show("deposit with full two-electron state", corr * EV, "eV")
show("impulse energy of free electrons, one per site", free_electron * EV, "eV", 3)
show("sideways recoil energy of proton", recoil * EV * 1e3, "meV", 3)
show("proton speed / hydrogen 1s electron speed", main["speed"], "", 3)
print("no test failed")
```

Printed output:

```
hopping: 2.50 eV
effective repulsion U: 3.00 eV
site distance: 0.15 nm
closest approach to near site: 0.20 nm
screening length: 0.20 nm
proton energy: 25.0 keV
proton speed: 2.188 nm/fs
initial orbital gap: 5.000 eV
small-oscillation quantum hbar*omega: 6.325 eV
oscillation period after passage: 0.6604 fs
-- symmetric dimer, after the passage
kinetic energy lost by proton: 0.3585 eV
change of total energy: 0.3585 eV
largest |m|: 0.2972
running orbital sum, minimum: 0.3585 eV
running orbital sum, maximum: 0.4910 eV
running orbital sum, time average: 0.4247 eV
peak error from closed form: 0.1325 eV
peak relative error: 37.0 %
average relative error: 18.5 %
frozen orbital sum, minimum: 0.2260 eV
frozen orbital sum, maximum: 0.3585 eV
-- weak excitation
ion charge: 0.05 e
deposit, simulated: 0.9074 meV
deposit, linear response: 0.9074 meV
peak relative error, simulated: 37.50 %
peak relative error, formula: 37.50 %
average relative error, simulated: 18.75 %
-- other proton energies
10 keV: deposit 0.4023 eV, largest orbital sum 0.5507 eV
100 keV: deposit 0.1463 eV, largest orbital sum 0.2008 eV
-- asymmetric dimer, site energies -1.5 and +1.5 eV, approach 0.40 nm
initial m: 0.3590
deposit: 10.48 meV
running orbital sum, minimum: -37.91 meV
running orbital sum, maximum: 65.05 meV
charge 0.05 to 0.10 e: error grows by factor: 1.993
charge 0.05 to 0.10 e: deposit grows by factor: 3.996
-- with local exchange-like term of 1 eV
deposit: 0.3824 eV
running orbital sum, maximum: 0.5251 eV
-- neglected effects
deposit with full two-electron state: 0.3201 eV
impulse energy of free electrons, one per site: 1.525 eV
sideways recoil energy of proton: 1.318 meV
proton speed / hydrogen 1s electron speed: 1.000
no test failed
```
